\section*{Heat of Transport in Thermomigration from Onsager Reciprocity, part 2}

Atoms dissolved in a crystal drift in a temperature gradient. How is this drift related to the heat they carry when they diffuse at uniform temperature?

One dilute species, with $n$ atoms per volume, diffuses along $x$ through a rigid lattice at rest, at uniform pressure and without external force, magnetic field or electric current; $\nabla$ means $d/dx$. The algebra is in atomic units with Boltzmann's constant $k_B$ kept; numbers are in eV, K and cm.

The atom flux is $J$, the total energy flux $J_u$, the temperature $T$. One more dissolved atom at constant temperature adds the energy $h$. The reduced heat flux is $J_u-hJ$. With $U^*=J_u/J$ at uniform temperature, reciprocity gives the heat of transport $Q^*=U^*-h$ for small gradients. A temperature gradient acts on each atom like a force $-Q^*\nabla T/T$. With the mobility coefficient $L_{11}>0$,
\begin{equation}
J=-D\left[\nabla n+\frac{nQ^*}{k_BT^2}\nabla T\right],\qquad D=\frac{k_BL_{11}}{n}.
\label{flux}
\end{equation}
In a closed sample the steady state has $J=0$, hence
\begin{equation}
\nabla\ln n=-\frac{Q^*}{k_BT^2}\nabla T=Q^*\,\nabla\beta,\qquad \beta=\frac{1}{k_BT}.
\label{soret}
\end{equation}
If $Q^*$ is constant over the sample,
\begin{equation}
\frac{n_{\rm cold}}{n_{\rm hot}}
=\exp\!\left[\frac{Q^*}{k_B}\left(\frac1{T_{\rm cold}}-\frac1{T_{\rm hot}}\right)\right].
\label{ratio}
\end{equation}

The relation is tested on a chain of positions $j$ with spacing $d$, eight to a lattice cell. An atom has total energy $\varepsilon_k=k\Delta$, with $\Delta=0.05$ eV. The potential is a cosine with a barrier of $0.30$ eV; the lowest allowed levels in one cell are $0,1,3,6,6,6,3,1$. The atom moves to a neighbouring position at constant energy, at rate $w$ in both directions, or exchanges $\Delta$ with the lattice where it stands, going up at rate $\Gamma e^{-\beta_j\Delta/2}$ and down at rate $\Gamma e^{+\beta_j\Delta/2}$, where $\beta_j$ is the local $\beta$. No heat of transport is put in. At uniform temperature the cell average of the energy carried by the atoms is $J_u$.

\subsection{Reciprocity seen in the model}

Let $\beta$ have a small uniform gradient $b$, and write the occupation as
\begin{equation}
P_{jk}=e^{-\beta_j\varepsilon_k}(1+\psi_{jk}),\qquad |\psi_{jk}|\ll1,
\end{equation}
up to a constant factor. To first order, the net flow from $j$ to $j+1$ at level $k$ is
\begin{equation}
w(P_{jk}-P_{j+1,k})=w\,e^{-\beta\varepsilon_k}\left[\psi_{jk}-\psi_{j+1,k}+b\,d\,\varepsilon_k\right].
\label{link}
\end{equation}
The last term arises because $e^{-\beta_j\varepsilon_k}$ exceeds $e^{-\beta_{j+1}\varepsilon_k}$ by the relative amount $bd\,\varepsilon_k$. The net flow from level $k$ to $k+1$ at one position is
\begin{equation}
\Gamma e^{-\beta_j(\varepsilon_k+\Delta/2)}\,(\psi_{jk}-\psi_{j,k+1}),
\end{equation}
without any driving term, since the exchange is already balanced at the local temperature.

Now split off a uniform slope, $\psi_{jk}=-g\,jd+\varphi_{jk}$, with $\varphi$ repeating from cell to cell. The bracket in (\ref{link}) becomes $\varphi_{jk}-\varphi_{j+1,k}+d\,(g+b\,\varepsilon_k)$. This is an electrical network: every link $l$ has a conductance $G_l$, $\varphi$ is the voltage, and each spatial link contains a battery $E_l=d\,(g+b\varepsilon_l)$. A concentration gradient gives all spatial links the same battery. A temperature gradient gives each a battery proportional to the energy carried over it.

Let two sets of batteries $E^A$ and $E^B$ drive steady flows $f^A$ and $f^B$. From $f^A_l=G_l(E^A_l+\delta\varphi^A_l)$, with $\delta\varphi$ the voltage drop along the link,
\begin{equation}
\sum_lE^A_lf^B_l=\sum_l\frac{f^A_lf^B_l}{G_l}-\sum_l\delta\varphi^A_lf^B_l .
\end{equation}
The last sum is zero: collected node by node, it is the voltage of each node times the net steady flow out of it. What is left is symmetric in $A$ and $B$, so $\sum_lE^A_lf^B_l=\sum_lE^B_lf^A_l$. Choose $A$ as the unit concentration drive, $E^A_l=d$, and $B$ as the unit temperature drive, $E^B_l=d\,\varepsilon_l$, on the spatial links. Then
\begin{equation}
\sum_{\rm spatial}f^B_l=\sum_{\rm spatial}\varepsilon_l\,f^A_l .
\end{equation}
On the left is the atom flow caused by a temperature gradient. On the right is the energy flow caused by a concentration gradient. This is reciprocity for $J$ and $J_u$, found by counting.

The shift by $h$ also appears by itself. Let $K$ be the atom flow per unit $g$. By reciprocity the flow per unit $b$ is $KU^*$, so $J=K(g+U^*b)$, and $J=0$ requires $g=-U^*b$. The number of atoms in a cell varies as $e^{-gx}Z(\beta)$, where $Z$ is the sum of Boltzmann factors over the cell and $d\ln Z/d\beta=-h$. Hence
\begin{equation}
\nabla\ln n=-g-hb=(U^*-h)\,b=Q^*\nabla\beta ,
\end{equation}
in agreement with (\ref{soret}).

\subsection{The two experiments compared}

A chain of 41 cells was solved at a mean temperature of 420 K, where $k_BT=0.0362$ eV and $h=0.0364$ eV. In the first experiment the chain is closed, $\beta$ varies by $\pm1\,\%$ from end to end, and $Q^*$ follows from the steady concentrations near the middle. In the second the temperature is uniform, atoms enter at one end and leave at the other, and the energy crossing each link is counted. Energies are in eV:
\begin{center}
\begin{tabular}{cccc}
$\Gamma/w$ & $Q^*$, closed & $U^*-h$, isothermal & $U^*$\\
$0.02$ & $0.2779$ & $0.2780$ & $0.3143$\\
$0.3$ & $0.2539$ & $0.2539$ & $0.2903$\\
$200$ & $0.1808$ & $0.1808$ & $0.2172$
\end{tabular}
\end{center}
Relative to the isothermal value, the two differ by less than $10^{-4}$ in each case, while $U^*$ misses by $h$.

The thermal term of the flux law (\ref{flux}) was tested by itself. The ends of the chain were held at equal concentration with the same variation of $\beta$, and the flux was compared in the middle cell, where the concentration is nearly uniform. With $D$ taken from the isothermal experiment, the computed flux was $1.001$ times that of (\ref{flux}) for all three exchange rates. At $\Gamma/w=0.3$ the excess of $0.1\,\%$ halves when the variation of $\beta$ is halved, as it should for a law that holds for small gradients. Its size and sign depend on where the cell boundaries are drawn: with the well in the middle of each cell it is $-0.025\,\%$.

\subsection{Why the barrier does not fix $Q^*$}

The landscape is the same in all three rows, yet $Q^*$ varies by half. Both limits can be worked out.

\emph{Fast exchange}, $\Gamma\gg w$. At every position the levels are in equilibrium among themselves, so $\psi_{jk}$ does not depend on $k$. At uniform temperature, (\ref{link}) then makes the flow at each level proportional to $e^{-\beta\varepsilon_k}$. The mean energy carried over a link is the Boltzmann mean over the levels allowed on both sides. It lies above the lowest such level by
\begin{equation}
\frac{\Delta}{e^{\beta\Delta}-1}=\frac{0.05}{e^{1.38}-1}\approx0.017\ \text{eV},
\end{equation}
if the small effect of the top of the ladder is left out. The lowest common levels on the eight links are $1,3,6,6,6,6,3,1$, with mean 4, or $0.20$ eV. The same number of atoms crosses every link, so all links count equally:
\begin{equation}
U^*\approx0.20+0.017=0.217\ \text{eV},\qquad Q^*\approx0.217-0.036=0.181\ \text{eV}.
\end{equation}
With more digits kept in the arithmetic this is $0.1804$ eV, against $0.1808$ eV in the chain at $\Gamma/w=200$. In this limit the atom takes energy from the lattice step by step on the way up and returns it step by step on the way down, so it carries the full barrier energy over only part of the cell. What counts is an average along the path, not the top of the barrier. Here it is the average of the lowest common levels, $0.20$ eV. The cosine itself averages $0.15$ eV; the excess comes from the coarse ladder and the coarse spacing of positions, and shrinks when both are refined; the fast-exchange $Q^*$ then falls from $0.18$ eV towards $0.13$ eV.

\emph{Slow exchange}, $\Gamma\ll w$. Levels below the barrier top are confined to one well and carry no through current. The current runs in the levels from $0.30$ eV upward, at the same energy over the whole cell. The batteries are equal on all these links, so the flow at each level is again proportional to its Boltzmann factor, and
\begin{equation}
U^*\to0.30+0.017=0.317\ \text{eV},\qquad Q^*\to0.317-0.036\approx0.28\ \text{eV}.
\end{equation}
The chain gives $0.278$ eV at $\Gamma/w=0.02$. Energy taken up in one well is now carried into another before it is returned.

So $Q^*$ depends on where along its path an atom takes up and returns energy. In this model it is positive in all three cases. The general argument fixes no sign: nothing in it forbids heat flowing against the atoms.

\subsection{Worked example: a solder joint}

The example is set in the regime of copper dissolved between the tin atoms of a tin-rich solder joint. The inputs are rough or chosen: $T=420$ K, $\nabla T=1000$ K/cm, height $L=50\ \mu$m, $D=10^{-6}$ cm$^2$/s, $n=10^{18}$ cm$^{-3}$. For $Q^*$ the middle row of the table is used, $0.254$ eV, or $0.00933$ hartree.

The temperature drop is $1000\times0.0050=5.0$ K. The thermomigration force is
\begin{equation}
Q^*\frac{\nabla T}{T}=\frac{0.254\times1000}{420}=0.605\ \text{eV/cm}.
\end{equation}
With $k_BT^2=0.0362\times420=15.2$ eV\,K, the flux at uniform concentration, directed to the cold side, is
\begin{equation}
|J|=\frac{nDQ^*\nabla T}{k_BT^2}
=\frac{10^{18}\times10^{-6}\times0.254\times1000}{15.2}
=1.67\times10^{13}\ \text{cm}^{-2}\text{s}^{-1}.
\end{equation}
If no copper enters or leaves, the joint tends to the ratio (\ref{ratio}). Its exponent is close to $0.254\times5.0/15.2=0.0835$, so $n_{\rm cold}/n_{\rm hot}=1.087$. The diffusion time $L^2/D$ is 25 s, but the steady state is reached sooner: even the slowest part of the approach decays with the time $L^2/(\pi^2D)=2.5$ s.

Now the other experiment. At uniform temperature, let the concentration fall from $n$ to zero across the joint. The flux is $nD/L=2.0\times10^{14}$ cm$^{-2}$s$^{-1}$. At $0.254$ eV per atom it carries $8.1\times10^{-6}$ W/cm$^2$. With a conductivity of roughly $0.6$ W/(cm\,K), a temperature difference of $7\times10^{-8}$ K would be enough to conduct that much heat. By contrast, the gradient of the first experiment conducts $600$ W/cm$^2$. For these numbers the heat carried by the atoms is far harder to detect than a concentration ratio of $1.087$. Reciprocity lets the easier measurement stand for the harder one. In a calculation it may work the other way: energy can be counted at uniform temperature, with no gradient to simulate.

\subsection{The model beside a real joint}

The temperature, gradient and height are of the order met in small joints under power; the gradient is far steeper than in ordinary bulk samples. The value of $Q^*$ belongs to the model and is not a measured property of copper in tin. The assumption most clearly broken in service is that of zero current. At $10^4$ A/cm$^2$, with a resistivity of $1.5\times10^{-5}$ ohm\,cm and an effective charge of magnitude 2, all rough, the force from the current is $0.50$ of the thermomigration force. It raises or lowers the drift by half, according to its direction. Real joints also have copper-bearing compound layers at their faces, which can supply and absorb copper. The closed-sample ratio then need not be reached, and a steady flux may persist.

Other neglected effects are smaller or of another kind. If the joint were clamped in its plane but free along its height, thermal stress would change the energy of an atom across it by about $0.1$ of the thermomigration energy. Clamping the end faces as well does not change this away from the edges of a joint much wider than it is high, because mechanical balance keeps the stress along the height uniform. With a Poisson ratio of $0.36$ and all faces clamped, the figure on the axis of a cube-shaped joint is about $0.17$; it approaches $0.37$ only in a joint much narrower than it is high. The thermoelectric field, for $1\ \mu$V/K, adds about $0.3\,\%$ to the force or takes it away. Over the 5 K drop the model's $Q^*$ changes by $9\times10^{-5}$ eV, with the ratio $\Gamma/w$ held fixed at $0.3$, and by $3\times10^{-4}$ eV at the other two ratios. There are about $3\times10^{-5}$ solute atoms per tin atom, so they are dilute. Copper is only sparingly soluble in solid tin, however, and the chosen concentration may be near or above what stays dissolved at $420$ K. The example applies only to dissolved atoms. Tin itself diffuses roughly $10^{-6}$ times as fast as the solute, which supports a lattice at rest, although $420$ K is $0.83$ of the melting temperature of tin. Diffusion in tin is strongly anisotropic. Changing $D$ by a factor $\sqrt{40}$ either way moves $L^2/D$ to between 4 and 158 s. It leaves (\ref{ratio}) unchanged as long as $Q^*$ is the same, but $Q^*$ may itself depend on direction, which this one-dimensional model cannot show.

Atoms that move by exchanging places with vacancies need more than the present argument. Vacancies are a second mobile species, created and destroyed inside the crystal, and their number follows the local temperature. Reciprocity still applies to the full set of fluxes, but the drift then contains more than the single heat of transport defined here. The numerical output gives the values used above to more digits.

\section*{Numbers as computed}
\begin{verbatim}
Temperature: 420 K; kT: 0.03619 eV
Barrier: 0.30 eV; level spacing: 0.05 eV
Chain: 41 cells, 8 positions per cell, 13 levels
Mean energy h of dissolved atom: 0.03639 eV
Exchange rate / move rate: 0.02
  Q* from closed chain in gradient: 0.277934 eV
  reduced heat per atom, isothermal: 0.277959 eV
  total energy per atom, isothermal: 0.314345 eV
  relative difference of the two Q*: 8.9e-05
  flux in gradient / flux law: 1.001058
Exchange rate / move rate: 0.3
  Q* from closed chain in gradient: 0.253905 eV
  reduced heat per atom, isothermal: 0.253925 eV
  total energy per atom, isothermal: 0.290311 eV
  relative difference of the two Q*: 8.1e-05
  flux in gradient / flux law: 1.001044
Exchange rate / move rate: 200
  Q* from closed chain in gradient: 0.180770 eV
  reduced heat per atom, isothermal: 0.180786 eV
  total energy per atom, isothermal: 0.217172 eV
  relative difference of the two Q*: 9.1e-05
  flux in gradient / flux law: 1.001058
Fast-exchange formula for Q*: 0.18038 eV
Example Q* (exchange 0.3): 0.2539 eV = 0.009332 hartree
Temperature gradient: 1000 K/cm
Joint height: 50 um; temperature drop: 5.0 K
Diffusion coefficient (rough): 1e-06 cm2/s
Solute concentration (chosen): 1e+18 cm^-3
Thermomigration flux, uniform n: 1.670e+13 cm^-2 s^-1
Steady n(cold)/n(hot): 1.0871
Isothermal flux, n to 0 over joint: 2.000e+14 cm^-2 s^-1
Reduced heat flux it carries: 8.137e-06 W/cm2
Thermal conductivity (rough): 0.6 W/(cm K)
Conducted heat flux in gradient: 600 W/cm2
Temperature change from carried heat: 6.8e-08 K
Thermomigration force: 0.605 eV/cm
Wind inputs: Z*=2, 1.5e-05 ohm cm, 1e+04 A/cm2
Electron wind / thermomigration force: 0.50
Thermoelectric (1 uV/K) / thermal force: 3.3e-03
Stress inputs: 2e-05 /K, 50 GPa, 10 A^3
Clamped stress / thermomigration energy: 0.10
Q* change, cold to hot side: -8.68e-05 eV
Solute atoms per tin atom: 2.7e-05
Diffusion time L^2/D: 25.0 s
Same, D changed by sqrt(40) either way: 4.0 to 158 s
Tin self-diffusion / solute diffusion (rough): 1e-06
Temperature / melting temperature of tin: 0.83
\end{verbatim}
